\section*{Recovery time of an electroless surface after a small voltage pulse}

\section*{Problem}

An electroless copper surface plates at its mixed potential with a current density $i_p=1$~mA/cm$^2$. The double-layer capacitance is $C=25~\mu$F/cm$^2$. The Tafel slopes are $b_a=120$~mV per decade for oxidation of the reducing agent and $b_c=160$~mV per decade for copper deposition. A short pulse moves the potential by $5$~mV, and the external circuit is then opened.

(a) How long does the surface take to come back to 10\% and to 1\% of the pulse? (b) Does the sign of the pulse matter? (c) How long may the pulse last before diffusion spoils the return? (d) How far can other slopes, roughness, adsorbates or the measuring circuit move the estimate?

\section*{Solution}

\subsection*{Charge balance and the linear estimate}

Let $\eta$ be the potential of the metal measured from the mixed potential. The surface is taken as uniform, the two partial reactions as independent of each other, and both as lying in their Tafel range, so that reverse reactions are negligible. A slope per decade becomes a slope per factor $e$ through $10^{\eta/b}=e^{\eta\ln 10/b}$, that is, $\beta=b/\ln 10$. At $\eta=0$ both partial currents equal $i_p$, hence
\begin{equation}
i_a=i_p e^{\eta/\beta_a},\qquad i_c=i_p e^{-\eta/\beta_c}.
\end{equation}
Here $i_c$ is the magnitude of the cathodic current. The exchange currents and equilibrium potentials have dropped out: they enter only through $i_p$ and the mixed potential.

At open circuit the charging current and the net reaction current add to zero:
\begin{equation}
C\frac{d\eta}{dt}=-(i_a-i_c)=-i_p\left(e^{\eta/\beta_a}-e^{-\eta/\beta_c}\right).
\label{balance}
\end{equation}
The sign is restoring. If $\eta>0$, oxidation outruns deposition, electrons collect in the metal, and its potential falls.

For $|\eta|\ll\beta_a,\beta_c$ the exponentials become $1+\eta/\beta_a$ and $1-\eta/\beta_c$. The ones cancel, leaving
\begin{equation}
\frac{d\eta}{dt}=-\frac{i_p}{C}\left(\frac1{\beta_a}+\frac1{\beta_c}\right)\eta
=-\frac{\eta}{\tau}.
\end{equation}
Therefore $\eta=\eta_0e^{-t/\tau}$, with
\begin{equation}
\tau=R_pC,\qquad
R_p=\frac{\beta_a\beta_c}{i_p(\beta_a+\beta_c)}
=\frac{b_ab_c}{\ln 10\; i_p(b_a+b_c)}.
\label{tau}
\end{equation}
The solution resistance is absent because no net current crosses the solution.

The slopes are $\beta_a=52.12$~mV and $\beta_c=69.49$~mV, so
\begin{align}
R_p&=\frac{52.12\times69.49}{52.12+69.49}\ \frac{\text{mV}}{1~\text{mA/cm}^2}
=29.78~\Omega\,\text{cm}^2,\\
\tau&=29.78\times25~\mu\text{s}=0.74~\text{ms}.
\end{align}
The time to a remaining fraction $f$ is $\tau\ln(1/f)$. It is $1.7$~ms for 10\% and $3.4$~ms for 1\%, which answers (a) within this model.

At fixed slopes and capacitance, $\tau$ varies as $1/i_p$. If one partial current does not respond to potential, its $\beta$ tends to infinity and $\tau$ becomes $C\beta/i_p$ with the other slope. The reaction with the smaller $\beta$ supplies the larger share of the restoring current.

\subsection*{Sign and size of the pulse}

To the next order, equation~(\ref{balance}) contains
\begin{equation}
e^{\eta/\beta_a}-e^{-\eta/\beta_c}
\approx\left(\frac1{\beta_a}+\frac1{\beta_c}\right)\eta
+\frac12\left(\frac1{\beta_a^2}-\frac1{\beta_c^2}\right)\eta^2 .
\end{equation}
The difference of squares contains the factor $1/\beta_a+1/\beta_c$. Taking it out gives
\begin{equation}
\frac{d\eta}{dt}=-\frac{\eta(1+\kappa\eta)}{\tau},\qquad
\kappa=\frac12\left(\frac1{\beta_a}-\frac1{\beta_c}\right)=2.4~\text{V}^{-1}.
\end{equation}
Now separate the variables and use
\begin{equation}
\frac1{\eta(1+\kappa\eta)}=\frac1\eta-\frac{\kappa}{1+\kappa\eta}.
\end{equation}
Integration from $\eta_0$ to $f\eta_0$ yields
\begin{equation}
t_f=\tau\left[\ln\frac1f+\ln\frac{1+\kappa f\eta_0}{1+\kappa\eta_0}\right].
\end{equation}
For $\eta_0=\pm5$~mV, $\kappa\eta_0=\pm0.012$. The 1\% times are $3.420$~ms for the positive pulse and $3.437$~ms for the negative one. Numerical integration of the full balance gives $3.419$ and $3.437$~ms. The sign matters, but only by about half a percent of the 1\% time and one percent of the 10\% time. The positive pulse recovers faster because it favours the reaction with the steeper exponential.

At $\pm50$~mV the pulse is comparable with $\beta_a$ and the expansion is no longer a safe guide. The full balance then gives $3.30$ and $3.47$~ms. The 1\% time, measured relative to each pulse's own height, has still changed by less than 4\% from the linear value.

\subsection*{Diffusion and the permitted pulse length}

A disturbed current also changes the reactant concentrations at the surface. Let $r_j=\delta c_j/c_j$ be the relative change for reactant $j$, with surface concentration $c_j$, diffusivity $D_j$ and $m_j$ electrons transferred per particle. Assume that each partial current is of first order in each of its reactants. To linear order,
\begin{equation}
\frac{\delta i_a}{i_p}=\frac{\eta}{\beta_a}+\sum_{j\in a}r_j,\qquad
\frac{\delta i_c}{i_p}=-\frac{\eta}{\beta_c}+\sum_{j\in c}r_j .
\label{currents}
\end{equation}

With $x$ measured into the solution, the extra consumption obeys $D_j\,\partial_x\delta c_j=\delta i/(m_jF)$ at $x=0$. For an initially undisturbed, semi-infinite solution, the Laplace transform of $\delta c_j$ varies as $e^{-x\sqrt{s/D_j}}$. Its surface gradient is thus $-\sqrt{s/D_j}$ times its surface value, and
\begin{equation}
\hat r_j=-\frac{\lambda_j}{\sqrt s}\frac{\widehat{\delta i}}{i_p},\qquad
\lambda_j=\frac{i_p}{m_jFc_j\sqrt{D_j}} .
\label{lambda}
\end{equation}
The $\lambda_j$ on one side add to $\lambda_a$ or $\lambda_c$. Substitution in (\ref{currents}) gives
\begin{equation}
\widehat{\delta i_a}=\frac{i_p\hat\eta/\beta_a}{1+\lambda_a/\sqrt s},\qquad
-\widehat{\delta i_c}=\frac{i_p\hat\eta/\beta_c}{1+\lambda_c/\sqrt s}.
\end{equation}
Insert these in $C(s\hat\eta-\eta_0)=-(\widehat{\delta i_a}-\widehat{\delta i_c})$ and keep first order in $\lambda$:
\begin{equation}
\hat\eta=\frac{\eta_0}{s+\tau^{-1}(1-\bar\lambda/\sqrt s)},\qquad
\bar\lambda=\frac{\beta_c\lambda_a+\beta_a\lambda_c}{\beta_a+\beta_c}.
\end{equation}
Long after the exponential has died, but while $\bar\lambda\sqrt t\ll1$, this is approximately $\eta_0\tau(1+\bar\lambda/\sqrt s)$. The constant contributes nothing at $t>0$, and $s^{-1/2}$ transforms back to $1/\sqrt{\pi t}$. The remaining tail is
\begin{equation}
\frac{\eta}{\eta_0}\approx\frac{\Lambda}{\sqrt{\pi t/\tau}},\qquad
\Lambda=\bar\lambda\sqrt\tau .
\end{equation}

For the bath, take these rough surface values: copper complex $0.04$~mol/L with $D=5\times10^{-6}$~cm$^2$/s, formaldehyde $0.1$~mol/L with $10^{-5}$~cm$^2$/s, and hydroxide $0.05$~mol/L with $5\times10^{-5}$~cm$^2$/s. The oxidation is
\begin{equation}
\mathrm{HCHO}+2\,\mathrm{OH^-}\rightarrow
\mathrm{HCOO^-}+\tfrac12\mathrm{H_2}+\mathrm{H_2O}+e^- ,
\end{equation}
so $m=2$, $1$ and $1/2$ for the three reactants. Equation~(\ref{lambda}) gives $0.058$, $0.033$ and $0.059$~s$^{-1/2}$, and from these $\bar\lambda=0.077$~s$^{-1/2}$ and $\Lambda=0.0021$. At $40\tau$ the tail formula leaves $1.88\times10^{-4}$ of the pulse; a discretized diffusion calculation gives $1.92\times10^{-4}$. In that calculation diffusion lengthens the linear 1\% time from $3.43$ to $3.49$~ms.

These numbers hold for a pulse that charges the surface almost instantly. If $\eta_0$ is held for a time $t_p$, the current disturbances are constant to leading order and their transforms carry $1/s$. Since $s^{-3/2}$ transforms back to $2\sqrt{t/\pi}$,
\begin{equation}
\sum_{j\in a}r_j=-\frac{2\lambda_a\eta_0}{\beta_a}\sqrt{\frac{t_p}{\pi}},\qquad
\sum_{j\in c}r_j=+\frac{2\lambda_c\eta_0}{\beta_c}\sqrt{\frac{t_p}{\pi}} .
\end{equation}
For $\eta_0>0$ the anodic reactants are depleted and the cathodic one accumulates. Setting $\delta i_a=\delta i_c$ in (\ref{currents}) gives the shifted potential of zero net current,
\begin{equation}
\eta_{\rm off}
=\frac{\sum_c r_j-\sum_a r_j}{1/\beta_a+1/\beta_c}
=2\eta_0\bar\lambda\sqrt{\frac{t_p}{\pi}} .
\end{equation}
An offset of 1\% of the pulse is reached at
\begin{equation}
t_p=\frac{\pi}{4}\left(\frac{0.01}{0.077}\right)^2\text{s}\approx13~\text{ms}.
\end{equation}
The diffusion calculation gives an offset of 0.99\% for this duration. This offset is the value at the moment of release, and it relaxes afterwards. With diffusion, the 1\% time of the positive pulse is about $3.5$~ms after a hold of 1~ms, $3.7$~ms after 3~ms, $4.3$~ms after 13~ms and $7.7$~ms after 30~ms. A pulse meant to show a clean return to 1\% should therefore be well below 13~ms in this bath, which answers (c). The figure is only an order of magnitude. It is proportional to the diffusivities, and those used are closer to room-temperature values; raising them by a factor of about 2.1 for 333~K gives about 28~ms. It also depends on the assumed reaction orders: order zero or two in hydroxide gives about 41 or 6~ms.

\subsection*{Adsorbates: the largest uncertainty considered}

Suppose a one-electron oxidation forms an adsorbate of coverage $\theta$, and let $q$ be the charge of a full layer. If its exchange with the metal is fast, the coverage follows the potential. The charge balance gains a term $q\,d\theta/dt$ beside $C\,d\eta/dt$. For a Langmuir layer at fixed solution composition, $\theta/(1-\theta)$ is proportional to $e^{F\eta/RT}$. Differentiating its logarithm gives
\begin{equation}
\frac{1}{\theta(1-\theta)}\frac{d\theta}{d\eta}=\frac{F}{RT},
\qquad
C_{\rm ad}=q\frac{d\theta}{d\eta}=\frac{qF}{RT}\theta(1-\theta).
\end{equation}
If the plating currents do not depend on $\theta$, the slow time becomes $R_p(C+C_{\rm ad})$ for $|\eta|\ll RT/F$. Here $\eta_0$ is the offset after the adsorbate has followed the pulse.

With $1.5\times10^{15}$ sites/cm$^2$, $q=240~\mu$C/cm$^2$. At 333~K a coverage of only 0.3\% makes $C_{\rm ad}=C$ and doubles $\tau$. At half coverage $C_{\rm ad}\approx2100~\mu$F/cm$^2$ and $\tau=63$~ms, about 85 times the double-layer value. An adsorbate that cannot exchange charge during the return does not add this capacitance.

\subsection*{Cases}

All rows have $i_p=1$~mA/cm$^2$ per geometric area. The roughness row therefore compares surfaces at equal geometric plating rate; if roughness raises $C$ and $i_p$ in the same proportion, as under kinetic control, $\tau$ does not change. Unless a row says otherwise, the other parameters are those of the problem. The last column is $\tau\ln100$, without diffusion. This omission matters most in the slow adsorbate row: with the bath values above, diffusion in a semi-infinite solution lengthens its 290~ms to about 350~ms, even if the solution is undisturbed when the circuit opens. On this time scale $\sqrt{Dt}$ reaches tens of micrometres, so stirring reduces the effect: a diffusion layer of 50, 20 or 10~$\mu$m gives about 344, 320 or 302~ms.

\begin{center}
\begin{tabular}{lcc}
\hline
Case & $\tau$ (ms) & 1\% time (ms)\\
\hline
Problem as set & 0.74 & 3.4\\
$C=15~\mu$F/cm$^2$, both slopes 100 mV & 0.33 & 1.5\\
$C=100~\mu$F/cm$^2$, both slopes 200 mV & 4.3 & 20\\
Roughness doubles $C$ & 1.5 & 6.9\\
Only anodic current responds & 1.3 & 6.0\\
Only cathodic current responds & 1.7 & 8.0\\
Fast adsorbate, half coverage & 63 & 290\\
Potentiostat left connected & 0.047 & 0.22\\
\hline
\end{tabular}
\end{center}

In the last row a potentiostat holds the mixed potential through a solution resistance of $2~\Omega\,$cm$^2$, the value for a 2~mm gap at $0.1$~S/cm. The charge can now leave through $R_p$ and $R_s$ in parallel, so $\tau=C/(1/R_p+1/R_s)$. This decay mostly measures the solution, which is why the circuit must be opened.

\subsection*{Comparison with a real bath}

The parameters are rough values for alkaline formaldehyde copper baths run warm; the current corresponds to about $1.3~\mu$m of copper per hour. A reverse reaction matters little if the driving force is large enough: at 100~mV for the two-electron copper reaction, copper dissolution raises the polarization conductance by 0.2\%. A one-electron reaction needs a larger driving force for the same assurance. The weakest assumptions are the absence of active adsorbates and the independence of the partial reactions. The first can move the answer from milliseconds to tens of milliseconds or more. For the second, the two single-response rows show what happens when one reaction ignores the potential; they do not bound every form of coupling. The estimate to carry to such a bath is thus a double-layer return time of order one millisecond, with a few milliseconds needed to reach 1\%. A much slower measured return would call for a check of adsorbates, roughness and pulse length before the Tafel slopes are blamed. The numerical output below lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
Plating current: 1 mA/cm2
Double-layer capacitance: 25 uF/cm2
Anodic Tafel slope: 120 mV/decade
Cathodic Tafel slope: 160 mV/decade
Anodic slope per factor e: 52.12 mV
Cathodic slope per factor e: 69.49 mV
Pulse height: 5 mV
Temperature: 333 K
Copper plating rate: 1.32 um/h
Polarization resistance: 29.78 ohm cm2
Relaxation time tau: 0.7445 ms
Linear time to 10%: 1.714 ms
Linear time to 1%: 3.429 ms
Nonlinear time to 1%, +5 mV: 3.419 ms
Nonlinear time to 1%, -5 mV: 3.437 ms
Corrected formula, +5 mV: 3.42 ms
Corrected formula, -5 mV: 3.437 ms
Asymmetry kappa: 2.399 1/V
Integrated eta/eta0 at 1 tau: 0.3649
Integrated eta/eta0 at 2 tau: 0.1339
Integrated eta/eta0 at 3 tau: 0.0492
Time to 1%, +50 mV: 3.304 ms
Time to 1%, -50 mV: 3.474 ms
tau, 15 uF/cm2, both slopes 100 mV/decade: 0.326 ms
tau, 100 uF/cm2, both slopes 200 mV/decade: 4.34 ms
copper complex: 0.04 mol/L, D 5.0e-06 cm2/s, 2 electrons each, lambda 0.0579 s^-1/2
formaldehyde: 0.1 mol/L, D 1.0e-05 cm2/s, 1 electrons each, lambda 0.0328 s^-1/2
hydroxide: 0.05 mol/L, D 5.0e-05 cm2/s, 0.5 electrons each, lambda 0.0586 s^-1/2
Diffusion parameter Lambda: 0.0021
Tail eta/eta0 at 40 tau, diffusion model: 0.000192
Tail eta/eta0 at 40 tau, formula: 0.000188
Linear time to 1% with diffusion: 3.487 ms
Pulse length for 1% offset: 13.2 ms
Offset after that pulse, diffusion model: 0.991 %
Adsorption site density: 1.5e+15 1/cm2
Full adsorbate charge: 240.3 uC/cm2
Active coverage that doubles tau: 0.299 %
Adsorbate capacitance at half coverage: 2094 uF/cm2
tau at half coverage, fast exchange: 63.1 ms
That tau over double-layer tau: 84.7
tau if only anodic current responds: 1.303 ms
tau if only cathodic current responds: 1.737 ms
tau if roughness doubles C at fixed ip: 1.489 ms
Driving force for back-reaction check: 100 mV
Back reaction over forward reaction: 0.00094
Conductance change from back reaction: 0.2 %
Solution conductivity: 0.1 S/cm
Solution gap: 2 mm
Solution resistance: 2 ohm cm2
Decay time if potentiostat stays connected: 0.0469 ms
Copper monolayers plated during tau: 0.0015
\end{verbatim}
